# Adatom Diffusivity from Nearest-Neighbour Hopping on a Square Lattice, part 1

(Sections cited here and not found follow in the second part.)

## I. From counting hops to the diffusivity

### Definitions and conventions

An adatom is a single atom adsorbed on a crystal surface. Here it sits on the sites of a square lattice with spacing $a$, and it moves by hopping to one of the four nearest sites. The possible hop vectors are

$$
(a,0),\quad (-a,0),\quad (0,a),\quad (0,-a).
$$

The rate $k$ belongs to one direction: in a short time $dt$ the adatom hops in a given direction with probability $k\,dt$, up to terms of order $dt^2$. This probability is the same for all four directions, for all sites and at all times, and it does not depend on what the adatom did before. The total hop rate counts hops in any direction,

$$
\Gamma = k+k+k+k = 4k .
$$

The vector $\mathbf R(t)$ is the displacement from the starting site, so $\mathbf R(0)=0$. Angle brackets denote an average over many independent repetitions of the motion. The diffusivity $D$ in two dimensions is defined by

$$
\langle R^2\rangle = 4Dt ,
$$

where, if the mean-square displacement becomes linear in time only after a while, the long-time slope is meant. The claim to be established is

$$
D=\frac{a^2\Gamma}{4}=a^2k .
$$

The surface is taken to be a large perfect terrace. There are no steps, no islands and no other adatoms, and the adatom does not evaporate. $D$ is therefore the diffusivity of one isolated adatom. At appreciable coverage, occupied sites block hops, and a marked adatom spreads more slowly than the present $D$ says. Blocking alone does not change how fast differences in density even out, because a hop blocked by an identical adatom would have left the density unchanged; that rate is still set by $a^2k$. Attraction or repulsion between neighbours changes it as well, and the present $D$ does not describe that situation.

The algebra is in atomic units, in which $\hbar$, the electron mass and the elementary charge equal one. The diffusivity then has the unit $\hbar/m_e$. None of these constants enters the hopping model, so the formulas keep their form in any consistent set of units. Numerical values are given in eV, angstrom and seconds.

### Stage 1: one hop and two hops

After one hop the adatom is at distance $a$ from its start, whichever direction it took. Hence $R^2=a^2$.

For two hops, call the direction of the first hop "forward". The second hop has four equally likely outcomes:

- forward again: the distance is $2a$, so $R^2=4a^2$;
- backward: the adatom is at its starting site, so $R^2=0$;
- left or right: the two hops are perpendicular, so $R^2=a^2+a^2=2a^2$ in each case.

The average is

$$
\langle R_2^2\rangle=\frac{4a^2+0+2a^2+2a^2}{4}=2a^2 .
$$

Two hops give twice the mean-square displacement of one. The gain from continuing forward is balanced by the loss from turning back. This balance is what has to survive for longer walks.

### Stage 2: a fixed number of hops

Let $\mathbf s_i$ be the vector of hop number $i$. After $n$ hops the displacement is the sum

$$
\mathbf R_n=\mathbf s_1+\mathbf s_2+\dots+\mathbf s_n .
$$

Squaring it produces $n$ terms in which a hop is multiplied by itself, and pairs of different hops, each pair appearing twice:

$$
R_n^2=\sum_{i=1}^{n}\mathbf s_i\cdot\mathbf s_i+2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j .
$$

Every hop has length $a$, so the first sum is $na^2$ without any averaging. For the second sum, take the average. The hops are independent, and the average of a product of independent quantities is the product of their averages:

$$
\langle\mathbf s_i\cdot\mathbf s_j\rangle=\langle\mathbf s_i\rangle\cdot\langle\mathbf s_j\rangle .
$$

The mean hop is zero because opposite directions are equally likely:

$$
\langle\mathbf s_i\rangle=\tfrac14\left[(a,0)+(-a,0)+(0,a)+(0,-a)\right]=(0,0).
$$

All pair terms vanish, and

$$
\langle R_n^2\rangle=na^2 .
$$

The cases $n=1$ and $n=2$ agree with Stage 1. A longer walk can be tested by listing every possibility. Six hops allow $4^6=4096$ equally likely walks. With $a=4.0$ angstrom the formula gives $6\times16=96$ angstrom², and the average over the complete list is 96.000 angstrom².

Two separate properties were used: independence and a vanishing mean hop. The second fails when a force drives the adatom in one direction. If the hops remain independent but have the mean $\langle\mathbf s_i\rangle=\mathbf u$, each of the $n(n-1)/2$ pairs contributes $u^2$, so that

$$
\langle R_n^2\rangle=na^2+2\,\frac{n(n-1)}{2}\,u^2=na^2+n(n-1)u^2 .
$$

For large $n$ the second term grows as $n^2$. It describes drift, and dividing the whole expression by $4t$ would not give a diffusivity.

### Stage 3: a fixed time

An experiment or a growth model fixes the time, while the number of hops $n$ varies from one repetition to the next. In a short interval $dt$ the number $n$ increases by one with probability $\Gamma\,dt$. The probability of two hops in the interval is of order $dt^2$ and drops out when $dt\to0$. Therefore

$$
\langle n(t+dt)\rangle-\langle n(t)\rangle=\Gamma\,dt ,
\qquad
\frac{d\langle n\rangle}{dt}=\Gamma ,
\qquad
\langle n\rangle=\Gamma t ,
$$

the last step using $n(0)=0$.

When a hop occurs, its direction is any particular one of the four with probability $k/(4k)=1/4$, regardless of when it occurs and of how many hops came before. Knowing $n$ thus tells nothing about the directions, and the result of Stage 2 holds within each group of repetitions that share the same $n$. Let $p_n(t)$ be the probability of $n$ hops in time $t$. Averaging over the groups gives

$$
\langle R^2\rangle=\sum_n p_n(t)\,na^2=a^2\langle n\rangle=\Gamma a^2t .
$$

This holds at short times as well. For $\Gamma t\ll1$ most adatoms have not moved, and a small fraction $\Gamma t$ has moved by one spacing. The average of $R^2$ is then $\Gamma t\times a^2$, in agreement with the formula.

The mean residence time on a site follows from the same rate. Let $S(t)$ be the probability that no hop has occurred up to time $t$. To survive a further $dt$, the adatom must not hop, so $S(t+dt)=S(t)(1-\Gamma\,dt)$. This gives $dS/dt=-\Gamma S$ and, with $S(0)=1$, $S=e^{-\Gamma t}$. The first hop falls between $t$ and $t+dt$ with probability $\Gamma e^{-\Gamma t}dt$, and integration by parts gives the mean waiting time

$$
\int_0^\infty t\,\Gamma e^{-\Gamma t}\,dt
=\left[-te^{-\Gamma t}\right]_0^\infty+\int_0^\infty e^{-\Gamma t}\,dt
=\frac1\Gamma .
$$

### Stage 4: why the definition contains a four

The definition $\langle R^2\rangle=4Dt$ is chosen so that $D$ is the coefficient in the diffusion equation

$$
\frac{\partial p}{\partial t}=D\nabla^2p ,
$$

where $p(\mathbf r,t)$ is the probability per unit area. To see this, multiply by $r^2$ and integrate over the plane:

$$
\frac{d\langle r^2\rangle}{dt}=D\int r^2\,\nabla^2p\;d^2r .
$$

The derivatives are moved from $p$ to $r^2$ with two product rules. Since $\nabla r^2=2\mathbf r$,

$$
\nabla\cdot(r^2\nabla p)=2\mathbf r\cdot\nabla p+r^2\nabla^2p .
$$

Since $\nabla\cdot\mathbf r=2$ in two dimensions,

$$
\nabla\cdot(\mathbf r\,p)=2p+\mathbf r\cdot\nabla p .
$$

Solve the first for $r^2\nabla^2p$ and insert $\mathbf r\cdot\nabla p$ from the second:

$$
r^2\nabla^2p=\nabla\cdot(r^2\nabla p)-2\nabla\cdot(\mathbf r\,p)+4p .
$$

The two divergences integrate to fluxes through a distant boundary. They vanish because $p$ falls off rapidly far from the starting point. The integral of $p$ is one, so

$$
\frac{d\langle r^2\rangle}{dt}=4D .
$$

Setting this equal to the slope $\Gamma a^2$ of the hopping model gives

$$
4D=\Gamma a^2,\qquad D=\frac{a^2\Gamma}{4}.
$$

With $\Gamma=4k$ this is also $D=a^2k$. Inserting $k$ where $\Gamma$ belongs would make $D$ too small by a factor of four.

The 4 in $a^2\Gamma/4$ comes from the dimension of the plane, through $2\times(\nabla\cdot\mathbf r)=4$. The 4 in $\Gamma=4k$ is the number of neighbours. A triangular lattice separates the two. It has six neighbours at distance $a$, and the six hop vectors again sum to zero. Stages 2 and 3 carry over unchanged, so $D=a^2\Gamma/4$ still holds. Now, however, $\Gamma=6k$, and therefore $D=\tfrac32a^2k$.

### Stage 5: numbers for a model surface

Take round model parameters: spacing $a=4.0$ angstrom, barrier $E=0.60$ eV, thermal energy $k_BT=0.06$ eV (about 700 K; at 300 K the rate below would fall to about three hops per millisecond) and attempt frequency $\nu=10^{13}$ s⁻¹ for each direction. The Arrhenius form

$$
k=\nu\,e^{-E/k_BT}
$$

is an input of the model and is not derived here. The exponent is $-0.60/0.06=-10$, so

$$
k=10^{13}\,e^{-10}\ \mathrm{s^{-1}}=4.54\times10^{8}\ \mathrm{s^{-1}},
\qquad
\Gamma=4k=1.816\times10^{9}\ \mathrm{s^{-1}} .
$$

The diffusivity is

$$
D=\frac{16\times1.816\times10^{9}}{4}=7.26\times10^{9}\ \text{angstrom}^2/\mathrm s ,
$$

or $6.27\times10^{-7}$ in atomic units. The digits serve to follow the arithmetic. A real barrier is seldom known well enough to justify them: an error of one thermal energy in $E$ changes $D$ by a factor $e$.

In a time of 1 ms the adatom makes on average $\Gamma t=1.816\times10^6$ hops. Its root-mean-square displacement is

$$
\sqrt{4Dt}=a\sqrt{\Gamma t}=5390\ \text{angstrom},
$$

whereas the mean length of its path is $a\Gamma t=7.26\times10^6$ angstrom, more than a thousand times longer. Nearly all of the motion is undone by later hops. For nucleation this means that an adatom needs a time $L^2/(4D)$ to spread over a root-mean-square distance $L$, so doubling the distance takes four times as long. The estimate applies as long as the adatom has not met a step, an island or another adatom.

The mean residence time is $1/\Gamma=5.5\times10^{-10}$ s, about 5500 attempt periods. So long a stay makes it plausible that the adatom forgets where it came from, but it is no proof. The energy gained in crossing the barrier must also be lost quickly after arrival. If it is not, the adatom may run on over the next barrier, and successive hops are correlated.

### Stage 6: how well a finite sample shows the law

Simulating the hops with random waiting times and directions tests Stages 2 and 3 together. The scatter to be expected can be calculated. When a hop occurs, $n^2$ changes by $(n+1)^2-n^2=2n+1$, hence

$$
\frac{d\langle n^2\rangle}{dt}=\Gamma\left(2\langle n\rangle+1\right)=2\Gamma^2t+\Gamma,
\qquad
\langle n^2\rangle=(\Gamma t)^2+\Gamma t .
$$

The variance is $\langle n^2\rangle-\langle n\rangle^2=\Gamma t$.

For $R^2$, a hop $\mathbf s$ changes $R^2$ to $R^2+\delta$ with $\delta=2\mathbf R\cdot\mathbf s+a^2$, and $R^4$ changes by $2R^2\delta+\delta^2$. Averaged over the four directions, $\mathbf R\cdot\mathbf s$ gives zero, and its square gives $\tfrac14(2a^2X^2+2a^2Y^2)=\tfrac12a^2R^2$, where $X$ and $Y$ are the components of $\mathbf R$. The mean change of $R^4$ is therefore

$$
2a^2R^2+4\cdot\tfrac12a^2R^2+a^4=4a^2R^2+a^4 .
$$

Multiplying by $\Gamma$, inserting $\langle R^2\rangle=\Gamma a^2t$ and integrating over time gives

$$
\langle R^4\rangle=a^4\left[2(\Gamma t)^2+\Gamma t\right],
\qquad
\langle R^4\rangle-\langle R^2\rangle^2=a^4\left[(\Gamma t)^2+\Gamma t\right].
$$

For a single adatom the spread in $R^2$, the square root of this variance, is thus always larger than the mean, and the ratio of the two approaches one at long times. Waiting longer does not make it small by comparison. Averaging over $M$ independent adatoms reduces the spread by $\sqrt M$.

For $\Gamma t=20$ and $M=20000$ the standard error of the hop number should be $\sqrt{20/20000}=0.032$. That of $R^2$ should be $16\sqrt{420/20000}=2.3$ angstrom². The simulation gives $20.017\pm0.031$ hops and $\langle R^2\rangle=321.7\pm2.3$ angstrom², where the errors are taken from the observed scatter. The predicted means, 20 and $20\times16=320$ angstrom², lie within one standard error.

## II. Probabilities on the lattice, and what changes the result

### Symbols and results carried over

The lattice spacing is $a$, the hop rate in one direction is $k$, and the total rate is $\Gamma=4k$. The hop vectors $\mathbf s_i$ have length $a$, and the displacement after $n$ hops is $\mathbf R_n$. For independent hops, equally likely in the four directions, Part I found $\langle R_n^2\rangle=na^2$, $\langle n\rangle=\Gamma t$ and $\langle R^2\rangle=\Gamma a^2t$. With the definition $\langle R^2\rangle=4Dt$ this gave $D=a^2\Gamma/4$. The model surface has $a=4.0$ angstrom, $\Gamma=1.816\times10^9$ s⁻¹ and $D=7.26\times10^9$ angstrom²/s.

Counting independent hops has given $D=a^2\Gamma/4$ for an isolated adatom on a square lattice. It remains to derive the same result from the probabilities on the lattice, to see where the diffusion equation fails, and to find what unequal rates and correlated hops change.
